# Thermal conductivity despite non-unique atomic energies in machine-learned potentials, part 1

(Sections cited here and not found follow in the second part.)

## Atomic energies, heat flux and the long-time limit

Two machine-learned potentials can give the same total energy for every arrangement of the atoms, and hence the same forces and trajectories, while dividing that energy differently among the atoms. Training on total energies and forces does not fix the division. The heat flux used in a simulation does contain the atomic energies. If the thermal conductivity inherited their ambiguity, the calculated temperature of a phase-change memory cell would depend on an arbitrary choice inside the potential, and running the simulation longer would not remove the error.

The ambiguity is harmless when the two fluxes differ by the time derivative of a vector with bounded fluctuations. Not every change of atomic energies has this property. A sufficient condition is derived below, followed by an important exception that matters in a melt.

Consider $N$ classical atoms in a periodic cell of volume $V$, with positions $\mathbf r_i$, velocities $\mathbf v_i$ and masses $m_i$. The potential energy is $U=\sum_i U_i$, where each $U_i$ is differentiable and depends on relative positions within a finite range. It may be a many-body function, as it usually is in a machine-learned potential. The force and the atomic energy are

$$
\mathbf F_i=-\sum_j\frac{\partial U_j}{\partial\mathbf r_i},\qquad
e_i=\frac{m_i|\mathbf v_i|^2}{2}+U_i .
$$

Define $a_{ij}=(\partial U_i/\partial\mathbf r_j)\cdot\mathbf v_j$, the rate at which the motion of atom $j$ changes $U_i$. The kinetic energy of atom $i$ changes at the rate $\mathbf F_i\cdot\mathbf v_i=-\sum_j a_{ji}$, while $U_i$ changes at the rate $\sum_j a_{ij}$. Thus

$$
\frac{de_i}{dt}=\sum_j(a_{ij}-a_{ji}).
$$

The summand changes sign when $i$ and $j$ are exchanged. It is therefore the rate of energy transfer from $j$ to $i$, and the total energy is conserved.

To find the flux, first take an isolated cluster. Its energy density $\varepsilon(\mathbf r,t)=\sum_i e_i\,\delta(\mathbf r-\mathbf r_i)$ obeys $\partial\varepsilon/\partial t=-\nabla\cdot\mathbf j$. Multiply by $\mathbf r$ and integrate over space. Integration by parts, with no current at infinity, gives

$$
\mathbf J\equiv\int\mathbf j\,d^3r
=\frac{d}{dt}\sum_i\mathbf r_i e_i
=\sum_i e_i\mathbf v_i+\sum_{ij}\mathbf r_i(a_{ij}-a_{ji}).
$$

Exchanging the names $i$ and $j$ in the last term turns $\sum_{ij}\mathbf r_i a_{ji}$ into $\sum_{ij}\mathbf r_j a_{ij}$. With $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$,

$$
\mathbf J=\sum_i e_i\mathbf v_i+\sum_{ij}\mathbf r_{ij}
\left(\frac{\partial U_i}{\partial\mathbf r_j}\cdot\mathbf v_j\right).
$$

This form contains only relative positions in the transfer term, so it can be used in a periodic cell, with $\mathbf r_{ij}$ taken to the nearest image. The first term is energy carried by moving atoms. The second is energy passed between atoms across their separation. A code that omits part of the many-body derivative does not compute this flux, and the argument below does not repair that omission.

Now change the atomic energies without changing the total:

$$
U_i'=U_i+u_i,\qquad u_i=\sum_k g_{ik},\qquad g_{ik}=-g_{ki}.
$$

The function $g_{ik}$ is an amount of energy reassigned from atom $k$ to atom $i$. It may depend on the surroundings of both atoms. It vanishes smoothly when their separation reaches a cutoff $r_c$. The sum $\sum_i u_i$ is zero because the terms $g_{ik}$ and $g_{ki}$ cancel in pairs. The forces, the trajectories and the equilibrium distribution are therefore the same for both choices.

The cell must be wide enough for the local surroundings of a pair to be laid out as an ordinary cluster, in which $i$, $k$ and any one atom $j$ that affects $g_{ik}$ lie less than half the shortest cell width from one another. The nearest-image vectors among these three atoms are then ordinary differences of positions, so they add as $\mathbf r_{ij}+\mathbf r_{jk}=\mathbf r_{ik}$. Under this condition the flux changes by

$$
\mathbf J'-\mathbf J=
\sum_{ik}g_{ik}\mathbf v_i+
\sum_{ijk}\mathbf r_{ij}
\left(\frac{\partial g_{ik}}{\partial\mathbf r_j}\cdot\mathbf v_j\right).
$$

In the first term, take half of the sum as it stands and half with $i$ and $k$ exchanged. The antisymmetry of $g_{ik}$ gives

$$
\sum_{ik}g_{ik}\mathbf v_i
=\frac12\sum_{ik}g_{ik}(\mathbf v_i-\mathbf v_k)
=\frac12\sum_{ik}g_{ik}\frac{d\mathbf r_{ik}}{dt}.
$$

The same exchange in the second term gives

$$
\frac12\sum_{ijk}(\mathbf r_{ij}-\mathbf r_{kj})
\left(\frac{\partial g_{ik}}{\partial\mathbf r_j}\cdot\mathbf v_j\right)
=\frac12\sum_{ik}\mathbf r_{ik}\frac{dg_{ik}}{dt}.
$$

Here $\mathbf r_{ij}-\mathbf r_{kj}=\mathbf r_{ik}$ no longer depends on $j$, and the sum over $j$ is the chain rule for $dg_{ik}/dt$. Adding the two terms gives the derivative of a product:

$$
\mathbf J'=\mathbf J+\frac{d\mathbf P}{dt},\qquad
\mathbf P=\frac12\sum_{ik}\mathbf r_{ik}g_{ik}.
$$

The nearest image of a distant pair can jump as the atoms move, but $g_{ik}$ is then zero, so $\mathbf P$ does not jump. The vector $\mathbf P$ is the first moment of the reassigned energy. It records where energy has been placed, whereas transport concerns how far energy travels over a long time.

If $|g_{ik}|\le g_{\max}$ and no atom has more than $z$ partners within $r_c$, then $|\mathbf P|\le Nzr_cg_{\max}/2$. The proof needs less than this. It needs a finite variance

$$
\sigma^2=\left\langle|\mathbf P-\langle\mathbf P\rangle|^2\right\rangle ,
$$

where angle brackets denote a stationary equilibrium average. Some such condition is essential. Any flux is the time derivative of its own time integral, so being a time derivative does not by itself make a term harmless.

The conductivity can be connected to this flux through the spreading of energy fluctuations. Consider a large, isotropic solid in which energy is the relevant diffusing quantity, and neglect its coupling to sound through thermal expansion. Let $c$ be the heat capacity per volume, $T$ the temperature, $k_B$ the Boltzmann constant and $d$ the dimension. Let $S(\mathbf r,t)$ be the correlation of energy-density fluctuations separated by $\mathbf r$ and $t$. Its spatial integral is $k_BT^2c$. Fourier's law gives the diffusion coefficient $\kappa/c$, so at long times

$$
\frac{d}{dt}\int r^2S\,d^dr
=2d\,\frac{\kappa}{c}\,k_BT^2c
=2d\,k_BT^2\kappa .
$$

Energy conservation gives the same quantity microscopically. Stationarity makes $\partial^2S/\partial t^2$ equal to minus the correlation of two energy-density rates. Each rate is minus the divergence of a current. The derivative with respect to the second position has the opposite sign to that with respect to the separation. Hence $\partial^2S/\partial t^2=\sum_{\alpha\beta}\partial_\alpha\partial_\beta\Gamma_{\alpha\beta}$, where $\Gamma_{\alpha\beta}$ is the current correlation. Two integrations by parts yield

$$
\frac{d^2}{dt^2}\int r^2S\,d^dr
=2\int\sum_\alpha\Gamma_{\alpha\alpha}\,d^dr
=\frac{2}{V}\langle\mathbf J(t)\cdot\mathbf J(0)\rangle .
$$

Stationarity also gives $S(\mathbf r,-t)=S(-\mathbf r,t)$, so the integral of $r^2S$ is even in time and its first derivative vanishes at $t=0$. Integrating once and comparing with Fourier's law gives the Green-Kubo formula

$$
\kappa=\frac{1}{dVk_BT^2}\int_0^\infty C(s)\,ds,\qquad
C(s)=\langle\mathbf J(s)\cdot\mathbf J(0)\rangle .
$$

The mean flux is taken to be zero. For the invariance proof it is better to begin with the accumulated flux,

$$
\mathbf D(t)=\int_0^t\mathbf J(s)\,ds,\qquad
K(t)=\frac{\langle|\mathbf D(t)|^2\rangle}{2dVk_BT^2t}.
$$

Expanding the square produces a double integral of $C(s-s')$. Stationarity makes $C$ even, and a time difference $s$ occurs over an interval of length $t-s$. Therefore

$$
\langle|\mathbf D(t)|^2\rangle=2\int_0^t(t-s)C(s)\,ds,
\qquad
K(t)=\frac{1}{dVk_BT^2}\int_0^t\left(1-\frac{s}{t}\right)C(s)\,ds .
$$

Let $G(t)=(dVk_BT^2)^{-1}\int_0^tC(s)\,ds$ be the ordinary running Green-Kubo integral. Exchanging the order of integration in $\int_0^tG(\tau)\,d\tau$ gives the same factor $t-s$, so

$$
K(t)=\frac1t\int_0^tG(\tau)\,d\tau .
$$

If $G$ tends to $\kappa$, so does its time average $K$. Indeed, after some time $t_0$ the difference $|G-\kappa|$ stays below any chosen $\eta>0$. The interval before $t_0$ contributes a fixed amount divided by $t$, and the rest contributes at most $\eta$. The long-time limit of $K$ thus agrees with the Green-Kubo formula whenever the latter converges.

The invariance now follows from a bound. Let $\mathbf Q(t)=\mathbf P(t)-\mathbf P(0)$. Integrating the changed flux gives $\mathbf D'=\mathbf D+\mathbf Q$, and hence

$$
K'-K=\frac{2\langle\mathbf D\cdot\mathbf Q\rangle+\langle|\mathbf Q|^2\rangle}
{2dVk_BT^2t}.
$$

The mean of $\mathbf P$ cancels in $\mathbf Q$. The triangle inequality for root-mean-square lengths gives $\sqrt{\langle|\mathbf Q|^2\rangle}\le2\sigma$. The Cauchy-Schwarz inequality then gives $|\langle\mathbf D\cdot\mathbf Q\rangle|\le2\sigma\sqrt{\langle|\mathbf D|^2\rangle}$. Writing $\langle|\mathbf D|^2\rangle=2dVk_BT^2tK$ and

$$
b(t)=\frac{\sigma^2}{2dVk_BT^2t},
$$

we obtain

$$
|K'(t)-K(t)|\le4\sqrt{b(t)K(t)}+4b(t).
$$

If $K$ tends to a finite $\kappa$, the right side vanishes as $t$ grows. Therefore $K'$ has the same limit, which proves $\kappa'=\kappa$. No assumption about the correlation between $\mathbf J$ and $\mathbf P$ is needed. The bound falls at least as fast as a constant times $t^{-1/2}$, but the actual difference may fall faster.

For a large system, $\sigma^2/V$ must remain bounded if the estimate is to hold uniformly in size. This is expected when local contributions to $\mathbf P$ have correlations whose sum over distance is finite. Near a critical point that condition needs separate examination. At fixed size, finite $\sigma$ is sufficient.

There remains a difference between the two ways of taking the time limit. If the running integral $G'$ of the changed flux converges, the averaging argument shows that its limit must be $\kappa$. Finite variance alone does not make it converge. Take $\mathbf J=0$ and one component $P=\sqrt2\,\sigma\cos(\omega t+\phi)$, with a uniformly random phase $\phi$. Then

$$
\int_0^t\langle\dot P(s)\dot P(0)\rangle ds=\sigma^2\omega\sin\omega t,
\qquad
\frac{\langle[P(t)-P(0)]^2\rangle}{2t}
=\frac{\sigma^2(1-\cos\omega t)}{t}.
$$

The ordinary integral oscillates forever, while the mean-square form tends to zero. For $\sigma=1$ and $\omega=10$, the former still reaches 10 between times 100 and 101, whereas the latter is at most 0.02. A dissipating material normally damps such motion, but the mean-square form does not require that damping.

A local antisymmetric reassignment of energy leaves the long-time conductivity unchanged, provided that $\mathbf P$ has finite variance and $K$ tends to a finite limit. What remains is the exception that arises when a constant energy is added to each atom of a diffusing species, and a numerical test of the result on a germanium-tellurium chain.
